The Delta gauge and its normalized forms Delta_1, epsilon and nu

An ultrasoft pseudopotential is tested by comparing the energy-volume curve of a crystal computed with it to the curve from an all-electron calculation with the same functional. The problem is to find what four single-number measures of the difference say about errors of equilibrium volume and bulk modulus.

Let Ω be the volume per atom and E_a(Ω), E_b(Ω) the two energies per atom, each shifted so that its minimum is zero. Curve i has equilibrium volume V_i, bulk modulus B_i and pressure derivative B1 = dB/dP at zero pressure. Let V and B without a subscript be the means of the two volumes and of the two moduli, and let

v = (V_a − V_b)/V,  b = (B_a − B_b)/B

be the relative errors. (The letter b also labels a curve, but then stands as a subscript or after the word "curve".) The average <·> is uniform over the window V(1 − w) ≤ Ω ≤ V(1 + w), with w = 0.06 (called the standard window below) unless another value is stated. The measures are defined by

Δ = sqrt(<(E_a − E_b)²>)

Δ_1 = Δ V_ref B_ref/(V B),  V_ref = 30 bohr³, B_ref = 100 GPa

ε² = <(E_a − E_b)²> / sqrt(Var E_a · Var E_b),  Var E = <E²> − <E>²

ν = 100 sqrt[v² + (b/20)² + (β/400)²]

where β is the relative error of B1. The weights 1/20 and 1/400 are conventions, and so are V_ref and B_ref. Δ_1 values can be compared only for the same reference: V_ref = 30 Å³ in place of 30 bohr³ makes Δ_1 larger by a factor 6.75. Until part (g) both curves have the same B1. Moduli are given in GPa, volumes in bohr³ and energies in meV, which are more natural here than hartree units.

**(a) Express one energy curve near its minimum through its equilibrium volume, bulk modulus and B1, up to third order in the strain.**

Solution. The pressure is P = −E′, where a prime on E means d/dΩ. The bulk modulus at any volume is

B(Ω) = −Ω dP/dΩ = Ω E″.

At the minimum of curve i this gives E″ = B_i/V_i. The pressure derivative is

dB/dP = (dB/dΩ)/(dP/dΩ) = (E″ + Ω E‴)/(−E″) = −1 − Ω E‴/E″.

At the minimum, therefore,

E‴ = −(1 + B1) E″/V_i = −(1 + B1) B_i/V_i².

Now let x = Ω/V_i − 1. The energy and its first derivative vanish at the minimum, so the Taylor series starts at second order:

E_i = E″ V_i² x²/2 + E‴ V_i³ x³/6 + O(x⁴)

  = V_i B_i [x²/2 − (1 + B1) x³/6 + O(x⁴)].

The energy thus has the form

E_i(Ω) = V_i B_i f(Ω/V_i),

f = x²/2 − (1 + B1) x³/6 + O(x⁴).

The product V_i B_i is the energy scale, and f is a pure number that describes the shape. I assume that both curves have the same f. Equal B1 ensures this for two Birch–Murnaghan curves; for general curves it is an assumption about the fourth and higher derivatives.

**(b) Find E_a − E_b to first order in v and b. What is gained by expanding about the mean parameters?**

Solution. Define a curve with displaced parameters,

F(p, q) = V(1 + p) B(1 + q) f(Ω/[V(1 + p)]).

Since V_a = V(1 + v/2), V_b = V(1 − v/2), and likewise for B,

E_a − E_b = F(v/2, b/2) − F(−v/2, −b/2).

This changes sign when v and b both change sign. Its expansion contains odd orders only, so the first correction to the linear result is of third order. At fixed w the relative correction to Δ is then of second order in the errors. Numerically, halving both errors reduces this correction by a factor 4.06, close to the expected 4.

For the linear terms let s = Ω/V, and from here on x = s − 1. The modulus derivative is ∂F/∂q = VB f. The volume derivative acts on the prefactor and on the argument of f; the argument is s/(1 + p), whose derivative at p = 0 is −s. Hence

(E_a − E_b)/(VB) = v (f − s f′) + b f,

where f′ = df/ds. From the series of part (a),

f′ = x − (1 + B1) x²/2 + O(x³)

s f′ = (1 + x) f′ = x + x² − (1 + B1) x²/2 + O(x³) = x + (1 − B1) x²/2 + O(x³)

f − s f′ = −x + x²/2 − (1 − B1) x²/2 + O(x³) = −x + B1 x²/2 + O(x³).

The cubic term of f − s f′ will be needed in form but not in value. Call it k x³, where k depends on the fourth derivative of the energy. Then

(E_a − E_b)/(VB) = −v x + (B1 v + b) x²/2 + [k v − (1 + B1) b/6] x³ + O(x⁴).

A volume error mainly tilts the difference curve, and a modulus error bends it. The quadratic term vanishes for b = −B1 v. This is the change of modulus that accompanies a small change of volume along one energy curve, because dB/d ln Ω = (dB/dP)(dP/d ln Ω) = −B1 B.

**(c) Derive Δ, and state precisely how it scales with the bulk modulus.**

Solution. Over the symmetric window odd powers of x average to zero, and

<x²> = w²/3,  <x⁴> = w⁴/5.

Square the difference of part (b). Through order w⁴ three products contribute: the linear term squared, the quadratic term squared, and twice the linear term times the cubic one. They give

Δ²/(VB)² = v² w²/3 + (B1 v + b)² w⁴/20 − 2v [k v − (1 + B1) b/6] w⁴/5.

Collect the coefficients:

v²: w²/3 + w⁴ (B1²/20 − 2k/5)

v b: w⁴ [2B1/20 + 2(1 + B1)/30] = w⁴ (3B1 + 2 + 2B1)/30 = w⁴ (5B1 + 2)/30

b²: w⁴/20.

The part 2(1 + B1)/30 of the mixed coefficient comes from the product of the linear and the cubic term; stopping the difference curve at x² would lose it. Keeping each coefficient to its leading order in w gives

Δ = VB sqrt(Q)

Q = w² v²/3 + w⁴ (5B1 + 2) v b/30 + w⁴ b²/20.

To see that it is consistent to drop the w⁴ part of the v² coefficient while keeping the other w⁴ terms, write u = w b. Then

Q = w² [v²/3 + w (5B1 + 2) v u/30 + u²/20].

The squares are of order one in w and the mixed term is of order w, while all dropped terms are of order w². The relative error of Q is therefore of order w² for any ratio of b to v. For Birch–Murnaghan curves with B1 = 4 and w = 0.06, quadrature gives coefficients larger than the leading ones by 2.0 % for v², 1.0 % for v b and 1.8 % for b². These deviations were tested to fall as w².

The scaling with VB does not depend on the small-w expansion. By part (a) each energy is V_i B_i f(Ω/V_i). If two materials have the same f, v, b and w, their difference curves are the same function of Ω/V multiplied by VB, and so are their Δ values. The statement that Δ scales with the bulk modulus thus needs a condition: Δ is proportional to B at fixed V, fixed relative errors and fixed shape. Between materials of different volume the product VB counts.

A second case is useful. If the absolute volume error δV = V_a − V_b is held fixed and dominates, then v = δV/V and

Δ ≈ VB w |v|/√3 = w B |δV|/√3.

The volume has cancelled, and Δ is proportional to B alone. At equal volume and equal relative errors, or at equal absolute volume error if this error dominates in both, a stiff crystal thus shows a larger Δ than a soft one of the same shape f. At equal relative errors but different volumes the comparison follows VB, not B.

The scaling was also tested on Morse solids, whose moduli follow from the curvature of the energy and are not put in. Two such solids with the same relative errors had VB in the ratio 3.5000 and Δ in the ratio 3.5000.

**(d) Derive Δ_1. Does it matter whether VB is taken from the mean or from one curve?**

Solution. Dividing Δ by VB removes the energy scale of the material:

Δ_1 = V_ref B_ref sqrt(Q).

The prefactor is 3000 bohr³ GPa. With 1 bohr³ GPa = 0.92490 meV it equals 2774.7 meV. Δ_1 is the Δ that a reference material with V_ref and B_ref would show for the same relative errors and the same shape. It still depends on w and, at leading order only through the mixed term, on B1.

If curve b serves as the reference, the divisor is

V_b B_b = VB (1 − v/2)(1 − b/2),

and Δ_1 is multiplied by 1 + (v + b)/2 to first order. The two conventions agree to leading order, but their relative difference is of first order in the errors, whereas the expansion about the mean is good to second order.

**(e) Derive ε. How small must a volume error be for the result to hold?**

Solution. For small errors both variances may be computed from VB x²/2:

Var E = (VB)² (<x⁴> − <x²>²)/4 = (VB)² (w⁴/5 − w⁴/9)/4 = (VB)² w⁴/45.

The factor (VB)² cancels against the numerator (VB)² Q, so

ε² = 45 Q/w⁴ = 15 v²/w² + (3/2)(5B1 + 2) v b + (9/4) b².

ε has no unit and no energy scale. It compares the difference of the curves with their own variation inside the window. For a volume error alone

ε = ε₀ = √15 |v|/w.

As long as |v| ≪ w it grows as 1/w when the window shrinks (for narrower windows it levels off near 2, as the corrected formula below shows), while Δ falls in proportion to w. The reason is that the tilt is of order w and the variation of the energy of order w². For a modulus error alone ε = 1.5 |b|, independent of w at this order.

The variance used here takes the minimum to lie at the centre of the window. In fact the minima lie at x = ±v/2. For quadratic curves

E_a ≈ VB (x − v/2)²/2 = VB (x² − v x + v²/4)/2.

The prefactors of the two curves differ from VB by opposite first-order amounts. The cubic term of the energy likewise changes the two variances by opposite first-order amounts. Both effects cancel to first order in the product of the variances, which is all that ε needs, so they are left out of the single variances here. The covariance of x² and x vanishes by symmetry, so

Var E_a = (VB)² [4w⁴/45 + v² w²/3]/4 = (VB)² (w⁴/45) [1 + 15v²/(4w²)].

Curve b gives the same. The bracket equals 1 + ε₀²/4, and a pure volume error yields

ε = ε₀/sqrt(1 + ε₀²/4).

The leading formula therefore needs |v| ≪ w, which is stricter than |v| ≪ 1. For v = 1 % and w = 0.06 quadrature gives ε = 0.613; the leading formula gives 0.645 and the corrected one 0.614. With w = 0.03 the three values are 1.086, 1.291 and 1.085. Δ has no such denominator and does not suffer from this effect.

**(f) Reduce ν to the errors of volume and modulus, and compare it with ε.**

Solution. With β = 0 the definition becomes

ν = 100 sqrt(v² + b²/400).

With errors taken relative to the means this is an identity. If they are taken relative to curve b, v is replaced by v/(1 − v/2) and b by b/(1 − b/2). The formula then holds to leading order, with a relative correction of first order.

For a small volume error alone ν = 100|v|, the error in percent, and

ε/ν = √15/(100 w) = 0.6455 at w = 0.06.

For a modulus error alone ν = 5|b|, and

ε/ν = 1.5/5 = 0.3.

In the standard window no single factor converts one measure into the other, because they weight the modulus differently. In Q the weight of b relative to that of v is

sqrt[(w⁴/20)/(w²/3)] = w sqrt(3/20) = 0.0232,

whereas ν uses 0.05. Thus ν counts a modulus error 0.05/0.0232 ≈ 2.2 times as heavily as the energy difference in the standard window does.

There is a second difference. ν contains squares only and cannot tell whether v and b have equal or opposite signs. Δ, Δ_1 and ε contain the product v b, so they change when the sign of one error is reversed. A single value of them still does not reveal the sign, because a different size of the errors can give the same value.

**(g) What does an error d = B1_a − B1_b add?**

Solution. Let B1 now be the mean, and let it be the only shape parameter, as in the Birch–Murnaghan form. At fixed volume and modulus ∂f/∂B1 = −x³/6 + O(x⁴), so the scaled difference curve gains −d x³/6. Its product with the tilt and its own square add to Q

2(−v)(−d/6)<x⁴> = w⁴ v d/15

(d²/36)<x⁶> = (d²/36)(w⁶/7) = w⁶ d²/252.

The product of d with b starts at order w⁶, because x²·x³ is odd.

Since d = B1 β, the weight of β relative to that of v is

sqrt[(B1² w⁶/252)/(w²/3)] = B1 w²/√84,

which is 0.0016 for B1 = 4, against 0.0025 in ν. Alone, an error of B1 is hard to see in the window. Beside a volume error it enters linearly: the ratio of the v b and v d coefficients is (5B1 + 2)/2 = 11, so in the mixed terms d = 0.44 acts as strongly as b = 0.04.

**(h) Evaluate all measures for a soft solid (V = 200 bohr³, B = 10 GPa) and a hard one (V = 100 bohr³, B = 300 GPa), both with B1 = 4 and v = 0.3 %, first for b = −4 % and then for b = +4 %.**

Solution. These are model solids with round parameters. With w = 0.06 the three terms of Q have the sizes

w² v²/3 = 1.080 × 10⁻⁸

w⁴ (22/30) |v b| = 0.114 × 10⁻⁸

w⁴ b²/20 = 0.104 × 10⁻⁸.

The mixed term takes the sign of b:

b = −4 %: Q = (1.080 − 0.114 + 0.104) × 10⁻⁸ = 1.070 × 10⁻⁸, sqrt(Q) = 1.034 × 10⁻⁴

b = +4 %: Q = (1.080 + 0.114 + 0.104) × 10⁻⁸ = 1.298 × 10⁻⁸, sqrt(Q) = 1.139 × 10⁻⁴.

The energy scales VB are 1849.8 meV (soft) and 27746.9 meV (hard). For b = −4 % the leading formulas give

Δ(soft) = 1849.8 meV × 1.034 × 10⁻⁴ = 0.191 meV per atom

Δ(hard) = 27746.9 meV × 1.034 × 10⁻⁴ = 2.87 meV per atom

Δ_1 = 2774.7 meV × 1.034 × 10⁻⁴ = 0.287 meV per atom, for both

ε = √45 × 1.034 × 10⁻⁴/0.0036 = 0.193, for both

ν = 100 sqrt(0.003² + 0.002²) = 0.361, for both.

Quadrature of the Birch–Murnaghan curves gives 0.193 and 2.90 meV per atom for Δ (7.1 × 10⁻⁶ and 1.07 × 10⁻⁴ hartree), 0.290 meV per atom for Δ_1 and 0.191 for ε. Refitting the sampled curves gives ν = 0.361.

The moduli differ by a factor 30 and the Δ values by 15, the ratio of the products VB. Judged by Δ alone, the hard solid would seem fifteen times worse described, although its relative errors are the same.

For b = +4 % quadrature gives Δ_1 = 0.319 meV per atom and ε = 0.210, both 10 % above their values for b = −4 %, while ν stays at 0.361. With the negative sign the mixed term nearly cancels the b² term, so the modulus error is almost invisible in Δ. The two terms cancel completely when

b/20 = −(5B1 + 2) v/30, that is b = −(2/3)(5B1 + 2) v = −4.4 % here.

Δ then equals the value that the volume error alone would give, so Δ does not tell how much of the difference comes from the modulus. The cancellation cannot hide a modulus error altogether. Q is positive definite, and at fixed b = ±4 % the most favourable volume error lowers Δ by only about 1.5 % below its value for v = 0. With equal B1, Δ/(VB) therefore bounds |b|, but loosely, because b has the small weight 0.023: Δ_1 = 0.29 meV per atom is compatible with any |b| up to about 13 %.

The leading Δ lies 1 % below the quadrature value. This is the remainder of order w²: the coefficients of Q are 1 to 2 % too small, and the square root halves the effect. The leading ε lies about 1 % above its quadrature value. There the variance, 3.0 % larger than its leading form, outweighs the growth of the numerator, and the displaced minima lower ε by a further 0.4 %.

All these measures describe one crystal structure near its equilibrium volume: Δ, Δ_1 and ε inside the chosen window, ν through parameters at the minimum. None of them contains an error of the cohesive energy, because the first three use curves with their minima shifted to zero and ν uses no absolute energy. A small ε shows that the two curves differ little compared with their own variation inside the window. The transferability of the potential to other structures, bonding partners or strong compression needs tests of its own. The complete set of values is in the numerical output.

Calculated quantities

```
window half-width w = 0.06; B1 = 4.0
1 bohr^3 GPa = 0.92490 meV
Vref = 30 bohr^3, Bref = 100 GPa, product = 2774.7 meV
coefficient: quadrature, leading formula, deviation in %
  v^2      1.2245e-03 1.2000e-03 +2.04
  v b      9.6022e-06 9.5040e-06 +1.03
  b^2      6.5997e-07 6.4800e-07 +1.85
  v d      8.9092e-07 8.6400e-07 +3.12
  d^2      1.9295e-10 1.8514e-10 +4.22
  variance 2.9657e-07 2.8800e-07 +2.97
correction ratio on halving the errors = 4.06
Morse solids: ratio of V*B = 3.5000, ratio of Delta = 3.5000
soft: V = 200 bohr^3, B = 10 GPa, V*B = 1849.8 meV
 v = 0.3 %, b = -4 %, Q = 1.0696e-08
  Delta   = 0.1933 meV/atom, leading 0.1913
  Delta_1 = 0.2900 meV/atom, leading 0.2870
  epsilon = 0.1911, leading 0.1927
  nu = 0.3606, leading 0.3606, normalized by curve b alone 0.3588
 v = 0.3 %, b = +4 %, Q = 1.2977e-08
  Delta   = 0.2128 meV/atom, leading 0.2107
  Delta_1 = 0.3192 meV/atom, leading 0.3161
  epsilon = 0.2104, leading 0.2123
  nu = 0.3606, leading 0.3606, normalized by curve b alone 0.3632
hard: V = 100 bohr^3, B = 300 GPa, V*B = 27746.9 meV
 v = 0.3 %, b = -4 %, Q = 1.0696e-08
  Delta   = 2.9001 meV/atom, leading 2.8697
  Delta_1 = 0.2900 meV/atom, leading 0.2870
  epsilon = 0.1911, leading 0.1927
  nu = 0.3606, leading 0.3606, normalized by curve b alone 0.3588
 v = 0.3 %, b = +4 %, Q = 1.2977e-08
  Delta   = 3.1918 meV/atom, leading 3.1609
  Delta_1 = 0.3192 meV/atom, leading 0.3161
  epsilon = 0.2104, leading 0.2123
  nu = 0.3606, leading 0.3606, normalized by curve b alone 0.3632
hard/soft: B ratio = 30, Delta ratio = 15.0000
sizes of v^2, v b, b^2 terms in Q = 1.080e-08, 1.140e-09, 1.037e-09
0.1 % volume error: Delta_1 = 0.0971 meV/atom, epsilon = 0.06422
1.0 % modulus error: Delta_1 = 0.0225 meV/atom, epsilon = 0.01492
epsilon/nu: volume only 0.6422 (leading 0.6455), modulus only 0.2984
half window, 0.1 % volume error: Delta times 0.4962, epsilon times 2.0037
1.0 % volume error, w = 0.06: Delta_1 = 0.9710 meV/atom
  epsilon = 0.6134, leading 0.6455, with shifted minima 0.6143
1.0 % volume error, w = 0.03: Delta_1 = 0.4818 meV/atom
  epsilon = 1.0857, leading 1.2910, with shifted minima 1.0847
window weight of b = 0.02322 (leading 0.02324), nu uses 0.05000
window weight of relative B1 error = 0.00159 (leading 0.00157), nu uses 0.00250
```
